# Van der Waals adhesion versus weight for a silica particle in water

## Problem

A silica particle 100 nm in diameter rests on a flat silica surface in water at 298 K, with a gap of 0.4 nm between the two solids. Estimate the ratio of the van der Waals attraction to the weight of the particle. How does the answer depend on the gap, the particle size and the optical data?

Use these rough material values:

- static relative permittivity: 3.8 for silica, 80 for water;
- squared refractive index in the visible: 2.1 for silica, 1.8 for water;
- energy of the main ultraviolet resonance: 12 eV for both;
- density: 2200 kg/m³ for silica, 1000 kg/m³ for water.

## Solution

Let \(R=50\) nm be the particle radius, \(D=0.4\) nm the smallest gap, and \(\rho\) the density of silica. "Weight" means the true weight \(mg\); the submerged weight is treated as a second case. Both solids are taken as smooth and rigid. Double-layer and hydration forces are left out, so the force found here is the van der Waals part of the adhesion, not a predicted pull-off force.

The work has three parts: the attraction between flat surfaces, its conversion to a sphere, and the comparison with gravity.

### 1. Attraction between two flat surfaces

Let silica, of permittivity \(\varepsilon_1\), fill \(x<0\) and \(x>D\), with water, \(\varepsilon_3\), between. Fluctuating charges excite electric modes bound to the two surfaces. Their frequencies depend on \(D\), and so does their free energy.

The gap is small enough to neglect the travel time of light: with \(\omega\) the ultraviolet resonance frequency, \(2D\omega/c\approx0.05\). The potential then obeys Laplace's equation. For a wave number \(k\) along the surface it has the form \(f(x)e^{i\mathbf k\cdot\mathbf s}\) with \(f''=k^2f\). With \(q=e^{-kD}\), the solutions that decay into the solids are

\[
f=\begin{cases}a\,e^{kx}, & x<0\\ b\,e^{k(x-D)}+c\,e^{-kx}, & 0<x<D\\ d\,e^{-k(x-D)}, & x>D.\end{cases}
\]

The potential and the normal displacement \(\varepsilon f'\) are continuous. At \(x=0\) this gives \(a=bq+c\) and \(\varepsilon_1a=\varepsilon_3(bq-c)\). At \(x=D\) it gives \(d=b+cq\) and \(-\varepsilon_1d=\varepsilon_3(b-cq)\). Eliminating \(a\) and \(d\),

\[
(\varepsilon_1-\varepsilon_3)q\,b+(\varepsilon_1+\varepsilon_3)c=0,\qquad
(\varepsilon_1+\varepsilon_3)b+(\varepsilon_1-\varepsilon_3)q\,c=0 .
\]

A nonzero solution needs \((\varepsilon_1+\varepsilon_3)^2-(\varepsilon_1-\varepsilon_3)^2q^2=0\). Dividing by the first term gives the mode condition

\[
M\equiv1-\Delta^2e^{-2kD}=0,\qquad \Delta=\frac{\varepsilon_1-\varepsilon_3}{\varepsilon_1+\varepsilon_3}.
\]

**From modes to free energy.** An oscillator with levels \((n+\tfrac12)\hbar\omega\) has the partition function \(1/[2\sinh(\hbar\omega/2kT)]\), hence the free energy \(kT\ln[2\sinh(\hbar\omega/2kT)]\). (In the product \(kT\), \(k\) is Boltzmann's constant.) The product formula

\[
\sinh y=y\prod_{n=1}^{\infty}\left(1+\frac{y^2}{\pi^2n^2}\right)
\]

with \(y=\hbar\omega/2kT\) turns each factor into \(1+\omega^2/\xi_n^2\), where \(\xi_n=2\pi nkT/\hbar\). If a mode has frequency \(\omega_j\) at gap \(D\) and \(\omega_j^\infty\) at infinite gap, its free energy changes by

\[
kT\left[\ln\frac{\omega_j}{\omega_j^\infty}+\sum_{n\ge1}\ln\frac{\xi_n^2+\omega_j^2}{\xi_n^2+(\omega_j^\infty)^2}\right]
=kT\sum_{n\ge0}{}^{'}\ln\frac{\xi_n^2+\omega_j^2}{\xi_n^2+(\omega_j^\infty)^2}.
\]

The prime means that the \(n=0\) term is halved, because \(\ln(\omega_j/\omega_j^\infty)\) is half the logarithm of the squared ratio.

For materials without absorption, \(M\) is a rational function of \(\omega^2\). Its zeros are the \(\omega_j^2\), its poles are the infinite-gap values, where \(\varepsilon_1+\varepsilon_3=0\), and it tends to 1 at high frequency. Therefore \(M=\prod_j[\omega^2-\omega_j^2]/[\omega^2-(\omega_j^\infty)^2]\). At \(\omega=i\xi_n\) the logarithm of this product is the sum over modes needed above. That the same expression holds for absorbing media is the standard Lifshitz result, which is taken over here without proof. It is needed because the large static permittivity of water comes from molecular rotation, which is damped.

There are \(k\,dk/2\pi\) wave vectors per unit area in each interval \(dk\), so the free energy per area is

\[
G(D)=kT\sum_{n\ge0}{}^{'}\int_0^\infty\frac{k\,dk}{2\pi}\ln\left(1-\Delta_n^2e^{-2kD}\right).
\]

Expand the logarithm as \(-\sum_{s\ge1}\Delta_n^{2s}e^{-2skD}/s\) and use \(\int_0^\infty k\,e^{-2skD}dk=1/(4s^2D^2)\). With \(\mathrm{Li}_3(z)=\sum_{s\ge1}z^s/s^3\),

\[
G(D)=-\frac{kT}{8\pi D^2}\sum_{n\ge0}{}^{'}\mathrm{Li}_3(\Delta_n^2)=-\frac{A}{12\pi D^2},\qquad
A=\frac32kT\sum_{n\ge0}{}^{'}\mathrm{Li}_3(\Delta_n^2).
\]

\(A\) is the Hamaker constant. Since \(\Delta\) enters squared, \(A\) is positive for two like solids whether the liquid has a higher or a lower permittivity: they attract.

### 2. The value of the Hamaker constant

**Static part.** The halved \(n=0\) term uses the static permittivities:

\[
\Delta_0^2=\left(\frac{3.8-80}{3.8+80}\right)^2=0.8268,\qquad \mathrm{Li}_3(\Delta_0^2)=0.9470,
\]

\[
A_0=\tfrac34kT\,\mathrm{Li}_3(\Delta_0^2)=0.75\times4.114\times10^{-21}\times0.9470=2.92\times10^{-21}\ \text{J}.
\]

**Optical part.** The first nonzero frequency corresponds to \(2\pi kT\approx0.16\) eV, too fast for water molecules to rotate. Infrared bands are neglected, and each material is given one ultraviolet resonance. With \(u=\xi/\omega\),

\[
\varepsilon(i\xi)=1+\frac{n^2-1}{1+u^2},
\]

where \(n\) now denotes a refractive index. Put \(N=n_1^2-n_3^2\) and \(S=n_1^2+n_3^2\). Then

\[
\varepsilon_1-\varepsilon_3=\frac{N}{1+u^2},\qquad
\varepsilon_1+\varepsilon_3=2+\frac{S-2}{1+u^2}=\frac{S+2u^2}{1+u^2},\qquad
\Delta=\frac{N}{S+2u^2}.
\]

The largest value of \(\Delta^2\) is \((0.3/3.9)^2=0.0059\). The second term of \(\mathrm{Li}_3\) is smaller than the first by the factor \(\Delta^2/8\), less than 0.1 %, so the first term suffices. The frequencies are spaced by \(2\pi kT/\hbar\), far less than \(\omega\), and the sum may be replaced by an integral:

\[
A_{\rm opt}\approx\frac32kT\,\frac{\hbar\omega}{2\pi kT}\int_0^\infty\frac{N^2\,du}{(S+2u^2)^2}
=\frac{3\hbar\omega N^2}{4\pi}\int_0^\infty\frac{du}{(S+2u^2)^2}.
\]

The temperature has cancelled. Substituting \(u=\sqrt{S/2}\,\tan\theta\) gives \(S+2u^2=S/\cos^2\theta\) and \(du=\sqrt{S/2}\,d\theta/\cos^2\theta\), so that

\[
\int_0^\infty\frac{du}{(S+2u^2)^2}=\frac{\sqrt{S/2}}{S^2}\int_0^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{4\sqrt2\,S^{3/2}},
\qquad
A_{\rm opt}=\frac{3\hbar\omega N^2}{16\sqrt2\,S^{3/2}}.
\]

With \(\hbar\omega=12\) eV, \(N=0.3\) and \(S=3.9\),

\[
A_{\rm opt}=\frac{3\times12\times1.602\times10^{-19}\times0.09}{16\sqrt2\times7.70}=2.98\times10^{-21}\ \text{J}.
\]

The total is \(A=5.90\times10^{-21}\) J. Keeping the full frequency sum gives \(5.88\times10^{-21}\) J. The difference has a simple origin: the trapezoidal rule for the integral contains half of the zero-frequency value, which the sum from \(n=1\) does not. That half-term is \(\tfrac34kT\times0.0059\approx0.02\times10^{-21}\) J.

The two parts are almost equal. Water and silica are optically similar, which makes the ultraviolet contribution small, while their static permittivities differ greatly.

### 3. From flat surfaces to a sphere

The attractive pressure between flat surfaces at separation \(h\) is \(P(h)=dG/dh=A/(6\pi h^3)\). Under the sphere, at distance \(s\) from its axis, the local separation is

\[
h=D+R-\sqrt{R^2-s^2}\approx D+\frac{s^2}{2R}\qquad(s\ll R),
\]

so \(s\,ds=R\,dh\). Adding the pressure over rings of area \(2\pi s\,ds\),

\[
F=\int P\,2\pi s\,ds\approx2\pi R\int_D^\infty\frac{A}{6\pi h^3}\,dh=2\pi R\,\frac{A}{12\pi D^2}=\frac{AR}{6D^2}.
\]

The upper limit may be taken to infinity because the pressure falls as \(1/h^3\) and \(D\ll R\). Numerically,

\[
F=\frac{5.90\times10^{-21}\times50\times10^{-9}}{6\,(0.4\times10^{-9})^2}=3.07\times10^{-10}\ \text{N}=307\ \text{pN}.
\]

**Where the force acts.** The fraction of \(F\) coming from separations below \(h\) is \(1-(D/h)^2\). Half of it comes from \(h<\sqrt2\,D\), that is, from a disc of radius \(\sqrt{2RD(\sqrt2-1)}\approx4\) nm. A small region near the contact point governs the adhesion of the whole particle.

**Check of the geometry.** A different route sums an attraction \(-C/r^6\) over all pairs of volume elements. With number density \(\nu\) in both solids, set \(A=\pi^2C\nu^2\). A point at height \(z\) above a half-space needs the integral

\[
\int_z^\infty dh\int_0^\infty\frac{2\pi s\,ds}{(h^2+s^2)^3}=\int_z^\infty\frac{\pi}{2h^4}\,dh=\frac{\pi}{6z^3}.
\]

The energy per volume of the sphere is therefore \(-A/(6\pi z^3)\), and the attractive force per volume is \(A/(2\pi z^4)\). A slice at height \(z\) has area \(\pi(z-D)(L-z)\), where \(L=D+2R\) is the height of the top of the sphere. Hence

\[
F_{\rm pair}=\frac A2\int_D^L\frac{-z^2+(D+L)z-DL}{z^4}\,dz .
\]

Write \(p=1/D\) and \(t=1/L\), so that \(D+L=(p+t)/(pt)\) and \(DL=1/(pt)\). The three terms integrate to

\[
-(p-t)+\frac{(p+t)^2(p-t)}{2pt}-\frac{(p-t)(p^2+pt+t^2)}{3pt}=\frac{(p-t)^3}{6pt}.
\]

Since \(p-t=2R/(DL)\), this equals \(4R^3/(3D^2L^2)\), and

\[
F_{\rm pair}=\frac{2AR^3}{3D^2(D+2R)^2}=\frac{AR}{6D^2}\left(\frac{2R}{D+2R}\right)^2 .
\]

The last factor is \((100/100.4)^2=0.9920\), the same value as from numerical differentiation of the pairwise energy. Within the pairwise model, the near-contact formula overestimates the force by less than 1 %. Pairwise summation is valid only for weak contrast, so it describes the optical part. For the static part, with \(\Delta_0^2=0.83\), an exact solution of Laplace's equation for the sphere and plane gives a factor of about 0.975. Neither correction matters at the accuracy sought here.

### 4. Comparison with the weight

The volume is \(\tfrac43\pi R^3=5.236\times10^{-22}\) m³ and the mass is \(1.15\times10^{-18}\) kg. The weight is

\[
W=\tfrac43\pi R^3\rho g=1.13\times10^{-17}\ \text{N}.
\]

Dividing the force by it,

\[
\boxed{\frac FW=\frac{AR}{6D^2}\,\frac{3}{4\pi R^3\rho g}=\frac{A}{8\pi\rho gR^2D^2}\approx2.7\times10^7}
\]

The attraction is some tens of millions of times the weight. Water also buoys the particle up. Its submerged weight, with \(\rho\) replaced by the density difference of 1200 kg/m³, is \(6.16\times10^{-18}\) N, and the ratio becomes \(5.0\times10^7\).

## A few cases

Each row changes one item of the main case. The weight is the true weight except in the last row.

| Case | Ratio |
|---|---|
| Main case | \(2.7\times10^7\) |
| Gap 0.3 nm | \(4.8\times10^7\) |
| Gap 0.5 nm | \(1.7\times10^7\) |
| Silica \(n^2=2.0\) | \(2.0\times10^7\) |
| Silica \(n^2=2.2\) | \(3.7\times10^7\) |
| Radius 100 nm | \(6.8\times10^6\) |
| Submerged weight | \(5.0\times10^7\) |

The gap matters through \(1/D^2\). The refractive index matters because \(A_{\rm opt}\) contains the square of a small difference: changing the silica value by 0.1, about 5 %, changes \(N\) by a third. The total \(A\) then runs from \(4.3\times10^{-21}\) to \(8.0\times10^{-21}\) J. The assumption of one shared resonance is just as sensitive. If the two resonances differ, the closed form for \(A_{\rm opt}\) no longer applies and the frequency sum must be used. With water kept at 12 eV, a silica resonance at 11 eV gives \(A=4.9\times10^{-21}\) J and a ratio of \(2.2\times10^7\), and one at 13.4 eV gives \(7.8\times10^{-21}\) J and \(3.6\times10^7\). The justified answer is thus "a few times \(10^7\)"; the further digits serve to follow the arithmetic.

## Reading the result

**Size.** The force grows as \(R\) and the weight as \(R^3\), so the ratio falls as \(1/R^2\). It reaches one at

\[
R_*=R\sqrt{F/W}=50\ \text{nm}\times\sqrt{2.72\times10^7}=0.26\ \text{mm}.
\]

This is the size of a sand grain, but it assumes an ideal contact. At this radius the disc supplying half the force is about 0.3 µm in radius, and both surfaces would have to be smooth to a fraction of a nanometre across it. A rough grain of that size would be held much less strongly.

**Roughness.** Suppose a small bump holds the 100 nm particle at a gap of 2 nm instead of 0.4 nm. Apart from the attraction of the bump itself, the near-contact formula gives a fall by \((2/0.4)^2=25\). The travel time of light, which lowers the optical part by about 9 % at 2 nm, and the finite size of the sphere raise this to roughly 27. The ratio is still about \(10^6\). Roughness can weaken adhesion greatly without making gravity important.

**Flattening.** Contact deformation acts the other way. Let a disc of radius \(a\) be flat at separation \(D\), with \(h=D+(s^2-a^2)/2R\) outside it. The outer rings still give \(AR/6D^2\), and the disc adds \(\pi a^2A/(6\pi D^3)\). The force is multiplied by \(1+a^2/(RD)\), which is 2 for \(a=\sqrt{RD}\approx4.5\) nm. The profile outside the disc is a simple assumption. Its true shape, and whether such a disc forms at all, depend on the elastic properties and the adhesion, which are not treated together here; the factor shows only the trend.

**Salt.** Dissolved ions can screen the static part of \(A\), but they move too slowly to affect the optical part. Screening needs a Debye length comparable to the gap: in linear screening theory at 0.4 nm, the static part is unchanged at 1 mM of a monovalent salt, about 0.8 of it remains at 0.1 M, and about a quarter at 1 M. If the static part were removed completely, the ratio would fall by the factor \(2.98/5.90\), to about \(1.4\times10^7\). The order of magnitude would stand.

**The meaning of the gap.** A gap of 0.4 nm is only slightly wider than one water molecule, which is about 0.3 nm across. Treating the water there as a continuum with its bulk permittivity is a weak point of the estimate, and \(D\) is best regarded as an effective contact distance. The table shows what a change of 0.1 nm does.

**Removal.** Gravity is a very weak opponent for so small a particle. To overcome the attraction at the initial gap by the particle's own inertia would take an acceleration of about \(F/m=2.7\times10^7g\), without counting the inertia of the surrounding water. A more telling measure is the energy of separation. Integrating \(AR/6D^2\) from the initial gap outwards gives

\[
\frac{AR}{6D}=FD=3.07\times10^{-10}\times0.4\times10^{-9}\approx1.2\times10^{-19}\ \text{J}\approx30\,kT .
\]

Most of this integral comes from gaps much smaller than \(R\), where the force formula holds; the finite size of the sphere and the travel time of light at larger gaps lower it only to about \(28\,kT\). Lifting the particle by its own diameter against its true weight takes about \(10^{-24}\) J, less than a thousandth of \(kT\). Turning the surface upside down therefore does nothing useful. Within this estimate, a straight outward pull must reach about 300 pN to overcome the attraction at the initial gap without help from thermal motion. A weaker steady pull \(f\) leaves an energy barrier: the pull balances the attraction at the gap \(D\sqrt{F/f}\), and the energy needed to get there is \(FD(1-\sqrt{f/F})^2\). For \(f=F/4\) this is only about \(7\,kT\) to \(8\,kT\), which thermal motion can supply. A wider gap or a repulsion between like-charged surfaces also makes removal easier.

The values used here are listed in the numerical output.

## Calculated quantities

```
Particle radius: 50 nm
Gap: 0.4 nm
Temperature: 298 K
Thermal energy kT: 4.114e-21 J
Static permittivity, silica (rough): 3.8
Static permittivity, water (rough): 80
Squared refractive index, silica (rough): 2.1
Squared refractive index, water (rough): 1.8
Resonance energy (rough): 12 eV
Density, silica (rough): 2200 kg/m^3
Density, water (rough): 1000 kg/m^3
Gravitational acceleration: 9.807 m/s^2
Static contrast squared: 0.8268
Li3 of static contrast squared: 0.9470
Hamaker constant, static part: 2.92e-21 J
Hamaker constant, optical part: 2.98e-21 J
Hamaker constant, total used: 5.90e-21 J
Hamaker constant, full frequency sum: 5.88e-21 J
Van der Waals force: 3.07e-10 N
Van der Waals force: 307 pN
Pairwise whole-sphere force / AR/(6D^2): 0.9920
Particle volume: 5.236e-22 m^3
Particle mass: 1.15e-18 kg
True weight: 1.13e-17 N
Submerged weight: 6.16e-18 N
Force / true weight: 2.72e+07
Force / submerged weight: 4.99e+07
Radius where force equals true weight: 0.26 mm
Force / true weight if 100 nm is the radius: 6.80e+06
Force / true weight at gap 0.3 nm: 4.84e+07
Force / true weight at gap 0.5 nm: 1.74e+07
Silica n^2 = 2.0: A = 4.30e-21 J, ratio = 1.98e+07
Silica n^2 = 2.2: A = 8.02e-21 J, ratio = 3.70e+07
```
